# Heat exchange and axial equilibration between a lined via and silicon

A compact thermal model of a chip with metal vias can merge each via with the surrounding silicon into one conductor or give the two separate temperatures. Merging adds their axial conductances in parallel, which credits the metal with its full share of the heat along the whole via. Heat that arrives through the silicon must first cross the insulating liner, and this takes a certain axial distance. If the via is much longer than that distance, merging is a good approximation. If not, and if the heat enters and leaves through the silicon, part of the metal's conductance is unused and the merged model gives too low a thermal resistance.

Let the metal be a cylinder of radius $a$ and conductivity $k_m$. The liner, of conductivity $k_l$, fills $a<r<b$, and silicon, of conductivity $k_s$, fills $b<r<R$. The axis is $z$. The outer surface $r=R$ passes no heat. This represents one cell of a regular array of equally loaded vias, with the true cell replaced by a circle of equal area; for a square array of pitch $p$, $\pi R^2=p^2$. The state is steady, the conductivities are constant, no heat is generated in the volume, and temperature is continuous across the interfaces. SI units are used, with lengths quoted in micrometres.

Let $T_m(z)$ and $T_s(z)$ be the temperatures averaged over the metal and silicon cross-sections, and define

$$K_m=\pi a^2k_m,\qquad K_s=\pi(R^2-b^2)k_s,\qquad K=K_m+K_s .$$

These are conductivities times areas, so the metal carries the heat $-K_mT_m'$ in the $+z$ direction, a prime denoting $d/dz$. In the metal,

$$\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial T}{\partial r}\right)+\frac{\partial^2T}{\partial z^2}=0 .$$

Multiply by $2\pi r k_m$ and integrate from $0$ to $a$. The radial term becomes $q=2\pi a k_m\,\partial T/\partial r$ at $r=a$, taken on the metal side. Since heat flows towards lower temperature, positive $q$ is heat entering the metal per unit length. The axial term becomes $K_mT_m''$. Hence

$$K_mT_m''=-q .$$

The same integration over the silicon has no contribution from $r=R$, and the contribution from $r=b$ is minus the heat leaving the silicon per unit length. If axial conduction in the liner is neglected, all of that heat reaches the metal, and

$$K_sT_s''=q .$$

These balances need a relation between $q$ and the temperature difference. It comes from the radial profiles, on the assumption that $\partial^2T/\partial z^2$ is nearly uniform over each cross-section and may be replaced by its mean.

In the metal this mean is $-q/K_m$, so

$$\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial T}{\partial r}\right)=\frac{q}{K_m},\qquad
r\frac{\partial T}{\partial r}=\frac{q r^2}{2K_m},\qquad
T(r)=T(0)+\frac{q r^2}{4\pi a^2k_m}.$$

The integration constant in the middle equation vanishes because the temperature is regular on the axis. The mean of $r^2$ over the disc is $a^2/2$, so the surface is warmer than the mean by

$$T(a)-T_m=\frac{q}{4\pi k_m}\left(1-\frac12\right)=\frac{q}{8\pi k_m}.$$

In the liner the same heat $q$ crosses every radius. Thus $2\pi r k_l\,\partial T/\partial r=q$, and integration from $a$ to $b$ gives

$$T(b)-T(a)=\frac{q}{2\pi k_l}\ln\frac ba .$$

In the silicon, write $D=R^2-b^2$. The mean of $\partial^2T/\partial z^2$ is now $+q/K_s$, so

$$\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial T}{\partial r}\right)=-\frac{q}{K_s},\qquad
r\frac{\partial T}{\partial r}=\frac{q(R^2-r^2)}{2\pi k_sD},$$

where the constant makes the radial flow vanish at $R$. Dividing by $r$ and integrating from $b$,

$$T(r)-T(b)=\frac{q}{2\pi k_sD}\left[R^2\ln\frac rb-\frac{r^2-b^2}{2}\right].$$

To average over the annulus, multiply by $2r/D$ and integrate. The two integrals are

$$\int_b^R r\ln\frac rb\,dr=\frac{R^2}{2}\ln\frac Rb-\frac D4,\qquad
\int_b^R r\,\frac{r^2-b^2}{2}\,dr=\frac{D^2}{8}.$$

Therefore $T_s-T(b)=qS/(2\pi k_s)$, with

$$S=\frac{2}{D^2}\left[\frac{R^4}{2}\ln\frac Rb-\frac{R^2D}{4}-\frac{D^2}{8}\right]
=\frac{R^4}{D^2}\ln\frac Rb-\frac{R^2}{2D}-\frac14 .$$

For $b\ll R$ this tends to $\ln(R/b)-3/4$. Adding the three temperature drops gives $T_s-T_m=q/g$, where

$$\boxed{\frac1g=\frac1{8\pi k_m}+\frac{\ln(b/a)}{2\pi k_l}+\frac{S}{2\pi k_s}}$$

is a thermal resistance for unit length of via. A finite interface conductance $h$ per unit area at $r=a$ would add a fourth drop, $q/(2\pi a h)$, and hence a term $1/(2\pi a h)$ to $1/g$. It is zero here.

Now set $\theta=T_s-T_m$, so that $q=g\theta$. Dividing the two axial balances by $K_s$ and $K_m$ and subtracting gives

$$\boxed{\theta''=\frac{\theta}{\lambda^2},\qquad
\frac1{\lambda^2}=g\left(\frac1{K_m}+\frac1{K_s}\right)}$$

The fin equation therefore governs the temperature difference. Adding the balances instead gives $(K_mT_m+K_sT_s)''=0$: the total heat flow is independent of $z$. Far from a disturbed end $\theta$ dies out as $e^{-z/\lambda}$, both materials have the same axial gradient, and the metal carries the fraction $K_m/K$ of the heat.

The ordinary fin equation for the metal alone follows when the silicon is a bath at fixed temperature. Then $T_m''=(g/K_m)(T_m-T_s)$. If the radial resistance of the metal is also neglected, $g=2\pi k_l/\ln(b/a)$ and the length is

$$\lambda_0=\sqrt{\frac{K_m}{g}}=a\sqrt{\frac{k_m\ln(b/a)}{2k_l}} .$$

For a liner of thickness $t=b-a\ll a$, $\ln(1+t/a)\simeq t/a$ and $\lambda_0\simeq\sqrt{k_m a t/(2k_l)}$. In this limit the length grows as the square root of the metal radius, the liner thickness and the conductivity ratio.

Take round model parameters: $a=2.5$ µm, $t=0.25$ µm, $R=10$ µm, and conductivities $k_m=400$, $k_l=1$ and $k_s=150$ W/(m K). The axial conductances are

$$K_m=\pi(2.5\times10^{-6})^2(400)=7.854\times10^{-9}\ \text{W m/K},\qquad K_s=4.356\times10^{-8}\ \text{W m/K}.$$

With $\ln(b/a)=0.0953$ and $S=0.720$, the metal, liner and silicon terms of $1/g$ are, in that order,

$$\frac1g=(0.0995+15.169+0.764)\times10^{-3}=1.603\times10^{-2}\ \text{m K/W}.$$

The liner supplies 94.6 % of the resistance, and $g=62.4$ W/(m K). Hence

$$\lambda=\left[62.37\left(\frac1{7.854\times10^{-9}}+\frac1{4.356\times10^{-8}}\right)\right]^{-1/2}\text{m}=10.3\ \text{µm}.$$

The bath formula gives $\lambda_0=10.9$ µm, and its thin-liner form 11.2 µm. The agreement between $\lambda$ and $\lambda_0$ is partly a cancellation. The finite axial conductance of the silicon multiplies the length by $\sqrt{K_s/K}=0.920$, because the silicon temperature also moves towards the common value. The radial resistances of metal and silicon multiply it by $1/\sqrt{0.946}=1.028$.

The uniform-source assumption can be examined by keeping the full radial dependence. A decaying solution $T=f(r)e^{-\kappa z}$ of Laplace's equation satisfies

$$f''+\frac{f'}{r}+\kappa^2f=0,$$

where primes on $f$ denote $d/dr$. Regularity on the axis gives $f=J_0(\kappa r)$ in the metal, up to an amplitude. The liner and the silicon each have a combination $AJ_0(\kappa r)+BY_0(\kappa r)$. Continuity of $f$ and of $kf'$ at $a$ and $b$, with $f'(R)=0$, gives five conditions for the four coefficients and $\kappa$. The smallest positive root $\kappa$ gives the decay length $1/\kappa$ of the slowest mode, with axial conduction in the liner included.

The metal shows how the closure is corrected. Put $x=\kappa a$. The mean of $J_0(\kappa r)$ over the disc is $2J_1(x)/x$, and the entering heat is $q=-2\pi k_m xJ_1(x)$. Therefore

$$\frac{T(a)-T_m}{q}=\frac1{2\pi k_m}\left[\frac2{x^2}-\frac{J_0(x)}{xJ_1(x)}\right].$$

From $J_0=1-x^2/4+x^4/64-\dots$ and $J_1=(x/2)(1-x^2/8+x^4/192-\dots)$, the quotient is

$$\frac{J_0}{xJ_1}=\frac2{x^2}\left(1-\frac{x^2}8-\frac{x^4}{192}-\dots\right),$$

so the bracket equals $\frac14+x^2/96+\dots$, and

$$\frac{T(a)-T_m}{q}=\frac1{8\pi k_m}\left(1+\frac{x^2}{24}+\dots\right).$$

The leading term is the parabolic result, and the relative correction is of order $(a/\lambda)^2$. Here $a/\lambda=0.24$, which makes it about 0.2 % of a term that is itself less than 1 % of $1/g$. The silicon is wider, with $R/\lambda=0.97$, so its profile is the more doubtful one. It does little harm here because the silicon supplies only about 5 % of $1/g$.

For the example, the slowest mode has a decay length of 10.34 µm, and the fin value is short of it by 0.07 %. Changing only the liner conductivity shows where the description fails. At $k_l=0.1$ W/(m K) the fin length is 31.86 µm, short by about 0.001 % of the mode length. At $k_l=10$ W/(m K) it is 3.98 µm against 4.13 µm, short by 3.6 %. At $k_l=150$ W/(m K), where the liner conducts as well as the silicon, it is 2.53 µm against 3.12 µm, short by 19 %. The liner's share of $1/g$ in the last two cases is about 64 % and 10 %. As the barrier weakens, the decay length falls below the cell radius and the assumed profiles become poor. This causes most of the error: with axial conduction in the liner removed from the mode problem, the fin length is still short by 3.55 % at $k_l=10$ W/(m K) and by 17.6 % at $k_l=150$ W/(m K). For this cell the working condition is that the liner should dominate $1/g$ while carrying little axial heat; in the example its axial conductance is 0.05 % of the metal's. A much wider cell needs a further condition, because temperature differences within the silicon itself must die out faster than $\theta$. For $b\ll R$ and little exchange, the slowest axisymmetric one has $f\simeq J_0(\kappa r)$ with $J_1(\kappa R)=0$, so $\kappa R\simeq3.83$, and $\lambda$ must be well above $R/3.83$ to remain the slowest decay length. With the other parameters unchanged, $R=40$ µm gives a fin length of 11.6 µm against a slowest mode of 12.3 µm. At $R=80$ µm the slowest mode is the silicon one, 21 µm, against a fin length of 11.9 µm; the fin model then no longer gives the slowest decay, although in a 50 µm via with insulated metal and liner ends its metal heat is still within about 3 % at 5 µm depth and at the midplane.

The effect on a component depends on how heat enters. Consider a via of length $L$ whose metal and liner ends are insulated. Heat $Q$ enters uniformly through the silicon face at $z=0$ and leaves in the same way at $z=L$. Then $T_m'=0$ and $T_s'=-Q/K_s$ at both ends, so $\theta'(0)=\theta'(L)=-Q/K_s$. With $u=L/(2\lambda)$, write the general solution about the midplane:

$$\theta=A\sinh\frac{L/2-z}{\lambda}+B\cosh\frac{L/2-z}{\lambda}.$$

The end conditions become

$$A\cosh u+B\sinh u=\frac{Q\lambda}{K_s},\qquad A\cosh u-B\sinh u=\frac{Q\lambda}{K_s}.$$

Their difference gives $B=0$, their sum gives $A$, and

$$\theta(z)=\frac{Q\lambda}{K_s}\,\frac{\sinh[(L/2-z)/\lambda]}{\cosh u}.$$

Heat enters the metal in the first half of the via and returns to the silicon in the second. The heat carried by the metal is $Q_m(z)=\int_0^z g\theta\,dz_1$. The definition of $\lambda$ gives $g\lambda^2=K_mK_s/K$, so the integral is

$$Q_m(z)=\frac{K_m}{K}\,Q\left[1-\frac{\cosh[(L/2-z)/\lambda]}{\cosh u}\right].$$

The silicon carries $Q-Q_m$, and its mean temperature falls from end to end by

$$\Delta T=\frac1{K_s}\int_0^L(Q-Q_m)\,dz
=\frac{Q}{K_s}\left[L-\frac{K_m}{K}\left(L-2\lambda\tanh u\right)\right],$$

because the integral of the hyperbolic cosine over the via is $2\lambda\sinh u$. Substituting $2\lambda=L/u$ and $1-K_m/K=K_s/K$ gives the cell resistance $R_{\rm th}=\Delta T/Q$:

$$R_{\rm th}=\frac LK\left[1+\frac{K_m}{K_s}\,\frac{\tanh u}{u}\right].$$

Without exchange the resistance would be $L/K_s=(L/K)(1+K_m/K_s)$; with perfect exchange it would be $L/K$. The fraction of this possible reduction that is realized is

$$\eta=\frac{L/K_s-R_{\rm th}}{L/K_s-L/K}=1-\frac{\tanh u}{u}.$$

For a long via $\eta\simeq1-2\lambda/L$, so 90 % of the benefit requires $L\simeq20\lambda$, about 207 µm with the present cross-section. For $u\ll1$, $\tanh u\simeq u-u^3/3$ and $\eta\simeq L^2/(12\lambda^2)$: a short via realizes little of the reduction when heat can reach it only through the liner. This form is a limit of the fin model and needs $L$ well above the via radius: in the example the full axisymmetric $\eta$ exceeds the fin value by 3 % at $L=5$ µm, 10 % at 2 µm and 29 % at 1 µm. A short via may not even make up for the silicon it displaces. With the present dimensions, conductivities and end conditions, a via shorter than about 39 µm has a higher resistance than solid silicon filling the same cell. This length depends on the liner; it is about 33 µm for $k_l=1.4$ W/(m K) and 70 µm for $k_l=0.3$ W/(m K).

For $L=50$ µm and $Q=1$ mW per cell, $u=2.42$ and $\tanh u/u=0.407$. The equilibrated metal share would be $K_m/K=15.3$ %, or 0.153 mW. The metal actually carries 0.057 mW at 5 µm, 0.092 mW at 10 µm and 0.126 mW at the midplane, so even the midplane value is only 82 % of the equilibrated one. The temperature difference at the entry is

$$\theta(0)=\frac{(10^{-3})(1.033\times10^{-5})}{4.356\times10^{-8}}\,(0.984)\ \text{K}=0.233\ \text{K},$$

and the resistance is

$$R_{\rm th}=972.5\,\bigl[1+(0.1803)(0.4067)\bigr]=1044\ \text{K/W}.$$

The merged model gives 973 K/W, which is 6.8 % below this value. Silicon with the same hole but no heat exchange with the metal gives 1148 K/W, which is 10 % above it. Relative to that reference, the realized benefit is $\eta=59$ %. A cell without a via, filled with solid silicon, has $L/(\pi R^2k_s)=1061$ K/W, only 1.7 % above the value with the via. Most of the realized benefit therefore makes up for the silicon that the via and its liner displace.

A finite-volume solution of the axisymmetric problem, with axial conduction in all three materials, tests these results without the radial closure. It gives the same resistance and entry difference to the digits quoted here. The metal heat agrees within about 0.1 % at the three depths, the largest difference being at 5 µm. The numerical output lists both sets of values. This agreement concerns the circular cell and the stated end conditions; it does not test the replacement of a square cell by a circle.

Different contacts change the amount of exchange, while $\lambda$ stays the same. Suppose that a fraction $\phi$ of the heat enters a long via directly through the metal. At $z=0$,

$$\theta'(0)=-Q\left(\frac{1-\phi}{K_s}-\frac{\phi}{K_m}\right)=-\frac{Q(K_m-\phi K)}{K_mK_s}.$$

The decaying solution is $\theta=-\lambda\theta'(0)e^{-z/\lambda}$. Adding the exchanged heat to the initial $\phi Q$, and again using $g\lambda^2=K_mK_s/K$, gives

$$Q_m(z)=\phi Q+\int_0^z g\theta\,dz_1
=Q\left[\frac{K_m}{K}+\left(\phi-\frac{K_m}{K}\right)e^{-z/\lambda}\right].$$

For $\phi>K_m/K$ the metal gives heat to the silicon; for $\phi<K_m/K$ it receives heat. At $\phi=K_m/K$ there is no exchange. This is also what happens when each end face, with metal, liner and silicon together, is held at one uniform temperature: a temperature linear in $z$ and independent of $r$ satisfies every condition, no heat crosses the liner, and merging the axial conductances is justified for a via of any length. The choice of thermal model therefore depends on the end contacts as well as on the ratio $L/\lambda$.

## Numbers as computed

```
metal radius a = 2.50 um
liner thickness t = 0.25 um
outer liner radius b = 2.75 um
cell radius R = 10.0 um
via length L = 50.0 um
conductivity metal = 400 W/(m K)
conductivity liner = 1.0 W/(m K)
conductivity silicon = 150 W/(m K)
heat input Q = 1.00 mW
K_m = 7.8540e-09 W m/K
K_s = 4.3560e-08 W m/K
K = K_m + K_s = 5.1414e-08 W m/K
liner/metal axial conductance = 5.250e-04
log ratio ln(b/a) = 0.09531
silicon shape factor S = 0.7200
1/g part, metal = 9.9472e-05 m K/W
1/g part, liner = 1.5169e-02 m K/W
1/g part, silicon = 7.6390e-04 m K/W
1/g formula = 1.60325e-02 m K/W
1/g discrete balance = 1.60327e-02 m K/W
liner share of 1/g = 94.61 %
exchange coefficient g = 62.373 W/(m K)
fin length lambda = 10.329 um
silicon-bath length = 10.915 um
silicon-bath exact mode = 10.952 um
thin-liner bath length = 11.180 um
k_l=0.1 W/(m K): fin 31.8611 um, exact 31.8615 um, fin short by 0.0013 %
k_l=1 W/(m K): fin 10.3288 um, exact 10.3365 um, fin short by 0.0744 %
k_l=10 W/(m K): fin 3.9798 um, exact 4.1297 um, fin short by 3.6291 %
k_l=150 W/(m K): fin 2.5334 um, exact 3.1225 um, fin short by 18.8675 %
u = L/(2 lambda) = 2.4204
tanh(u)/u = 0.4067
equilibrated metal share K_m/K = 15.276 %
metal heat at z=5 um: fin 0.05741 mW, full 0.05748 mW
metal heat at z=10 um: fin 0.09205 mW, full 0.09207 mW
metal heat at z=25 um: fin 0.12582 mW, full 0.12579 mW
end difference theta(0), fin = 0.2334 K
end difference theta(0), full = 0.2333 K
cell resistance, fin = 1043.80 K/W
cell resistance, full = 1043.71 K/W
resistance without exchange L/K_s = 1147.84 K/W
resistance with perfect exchange L/K = 972.50 K/W
realized via benefit, fin = 59.33 %
realized via benefit, full = 59.38 %
```
